# Debugging a numerical check: Nonreciprocal phase shift in vertically symmetric magneto-optic waveguides

```python
"""Nonreciprocal phase shift (NRPS) of TM modes, magnetisation along y.

Result under test: a guide with permittivity and gyration g both even in the
vertical coordinate x has |beta_forward| = |beta_backward|; claddings with +g
above and -g below a nonmagnetic core give a first-order difference
    NRPS = 2 (g/eps_clad^2) H_surface^2 / integral(H^2/eps dx).
Axes: x vertical, y transverse, z propagation; fields exp(i(beta z - w t)).
eps_xz = +i g, eps_zx = -i g; N = beta/K0; h = Z0*H_y; lengths in nm.
A cladding is (eps, g); an inner layer is (thickness, eps, g).
"""
import numpy as np
from scipy.integrate import simpson
from scipy.linalg import expm, eigh
from scipy.optimize import brentq

WAVELENGTH = 1550.0
K0 = 2 * np.pi / WAVELENGTH
N_CORE, N_GARNET, N_SILICA = 3.48, 2.20, 1.444   # rough typical indices
THICK = 220.0
FARADAY_DEG_CM = 4500.0                           # rough typical magnitude
LOSS_DB_CM = 50.0                                 # rough garnet absorption
EC, EG, ES = N_CORE**2, N_GARNET**2, N_SILICA**2
PER_MM = 1e6                                      # rad/nm to rad/mm
theta = np.radians(FARADAY_DEG_CM) / 1e7          # rad/nm
G = 2 * N_GARNET * theta / K0


def tensor(eps, g):
    return np.array([[eps, 0, 1j * g], [0, eps, 0], [-1j * g, 0, eps]])


# ---- Direct Maxwell transfer matrix for the state (h, Ez) ----
def system_matrix(N, eps, g):
    t = tensor(eps, g)
    ex_h, ex_z = N / t[0, 0], -t[0, 2] / t[0, 0]
    return 1j * K0 * np.array([
        [-t[2, 0] * ex_h, -(t[2, 0] * ex_z + t[2, 2])],
        [N * ex_h - 1, N * ex_z]])


def edge(N, clad, sign):
    """Cladding solution growing (+1) or decaying (-1) with x, h = 1."""
    w, v = np.linalg.eig(system_matrix(N, *clad))
    i = np.argmax(sign * w.real)
    return v[:, i] / v[0, i], w[i]


def carry(N, bottom, inner):
    state = edge(N, bottom, 1)[0]
    for thickness, eps, g in inner:
        state = expm(system_matrix(N, eps, g) * thickness) @ state
    return state


def solve_index(direction, bottom, inner, top, guess):
    def mismatch(N):
        s, e = carry(N, bottom, inner), edge(N, top, -1)[0]
        return s[0] * e[1] - s[1] * e[0]
    a = direction * guess + 0j
    b = a + direction * 1e-4
    fa, fb = mismatch(a), mismatch(b)
    step = b - a
    for _ in range(80):
        if fb == fa or abs(step) < 1e-13:
            break
        step = -fb * (b - a) / (fb - fa)
        a, fa = b, fb
        b = b + step
        fb = mismatch(b)
    assert abs(step) < 1e-10, "mode search did not converge"
    return direction * b


def nrps(bottom, inner, top, guess):
    return K0 * (solve_index(1, bottom, inner, top, guess)
                 - solve_index(-1, bottom, inner, top, guess))


# ---- Derived matching formula for the lowest TM mode ----
def formula_mode(direction, bottom, core, top):
    d, e1, g1 = core

    def pq(eps, g):
        return eps / (eps**2 - g**2), g / (eps**2 - g**2)
    (pb, qb), (p1, q1), (pt, qt) = pq(*bottom), pq(e1, g1), pq(*top)

    def phases(N):
        beta = direction * N * K0
        kap = K0 * np.sqrt(1 / p1 - N**2)
        gt = K0 * np.sqrt(N**2 - 1 / pt)
        gb = K0 * np.sqrt(N**2 - 1 / pb)
        T = (gt * pt - beta * (qt - q1)) / p1
        B = (gb * pb + beta * (qb - q1)) / p1
        return kap, gt, gb, np.arctan(T / kap), np.arctan(B / kap)

    def residual(N):
        kap, _, _, ft, fb = phases(N)
        return kap * d - ft - fb
    low = np.sqrt(max(1 / pb, 1 / pt)) + 1e-9
    N = brentq(residual, low, np.sqrt(1 / p1) - 1e-9, xtol=1e-14)
    return (N,) + phases(N)


def first_order(bottom, core, top):
    """Top and bottom interface shares of the NRPS, linear in g."""
    d, e1, g1 = core
    N, kap, gt, gb, ft, fb = formula_mode(
        1, (bottom[0], 0.0), (d, e1, 0.0), (top[0], 0.0))
    weight = (d / 2 + (np.sin(2 * ft) + np.sin(2 * fb)) / (4 * kap)) / e1
    weight += np.cos(ft)**2 / (2 * gt * top[0])
    weight += np.cos(fb)**2 / (2 * gb * bottom[0])
    q1 = g1 / e1**2
    upper = (top[1] / top[0]**2 - q1) * np.cos(ft)**2 / weight
    lower = (q1 - bottom[1] / bottom[0]**2) * np.cos(fb)**2 / weight
    return upper, lower


plain = (THICK, EC, 0.0)
N0, kappa0, gamma0, phi0, _ = formula_mode(1, (EG, 0.0), plain, (EG, 0.0))
N_asym = formula_mode(1, (ES, 0.0), plain, (EG, 0.0))[0]

# Faraday rotation from the two circular indices of the bulk garnet
rot = K0 * (np.sqrt(EG + G) - np.sqrt(EG - G)) / 2
assert abs(rot / theta - 1) < 1e-5

# Matching formula against direct Maxwell solution, exaggerated gyration
big = 0.3
cases = [((EG, big), plain, (EG, big), N0),
         ((EG, big), (THICK, EC, big), (EG, big), N0),
         ((EG, -big), plain, (EG, big), N0),
         ((EG, 0.0), plain, (EG, big), N0),
         ((ES, 0.0), plain, (EG, 0.1), N_asym)]
for bot, core, top, guess in cases:
    for direction in (1, -1):
        direct = solve_index(direction, bot, [core], top, guess)
        assert abs(direct - formula_mode(direction, bot, core, top)[0]) < 1e-9

# Uniform gyration: no NRPS; opposite or structurally asymmetric: NRPS
for bot, core, top, guess in cases[:2]:
    assert abs(nrps(bot, [core], top, guess)) < 1e-10 * K0
for bot, core, top, guess in cases[2:]:
    assert abs(nrps(bot, [core], top, guess)) > 1e-3 * K0

# Reciprocity with reversed magnetisation in an asymmetric guide
back = solve_index(-1, (ES, 0.0), [plain], (EG, 0.1), N_asym)
flip = solve_index(1, (ES, 0.0), [plain], (EG, -0.1), N_asym)
assert abs(back - flip) < 1e-10

# Graded gyration, even and odd in x
steps = [0.05, 0.20, 0.30]
below = [(60.0, EG, s) for s in steps]
half = (THICK / 2, EC, 0.15)
even = below + [half, half] + below[::-1]
odd = [(t, e, -s) for t, e, s in below + [half]] + [half] + below[::-1]
assert abs(nrps((EG, 0.0), even, (EG, 0.0), N0)) < 1e-10 * K0
assert abs(nrps((EG, 0.0), odd, (EG, 0.0), N0)) > 1e-3 * K0

# Strong loss and complex gyration do not spoil the cancellation
lossy = (EG + 0.05j, 0.2 + 0.03j)
lossy_core = (THICK, EC + 0.02j, 0.0)
assert abs(nrps(lossy, [lossy_core], lossy, N0)) < 1e-10 * K0

# Uniform gyration skews the mode; reversing direction inverts the skew


def surface_ratio(direction, g):
    N = direction * solve_index(direction, (EG, g), [plain], (EG, g), N0)
    return carry(N, (EG, g), [plain])[0].real


r_f, r_b = surface_ratio(1, big), surface_ratio(-1, big)
mode = formula_mode(1, (EG, big), plain, (EG, big))
assert abs(r_f - np.cos(mode[4]) / np.cos(mode[5])) < 1e-8
assert abs(r_f * r_b - 1) < 1e-8 and abs(r_f - 1) > 1e-2
skew = surface_ratio(1, G)**2

# First-order interface formula against direct solutions
up, low = first_order((EG, -G), plain, (EG, G))
up_u, low_u = first_order((EG, G), plain, (EG, G))
opposite = nrps((EG, -G), [plain], (EG, G), N0).real
uniform = nrps((EG, G), [plain], (EG, G), N0).real
single = nrps((EG, 0.0), [plain], (EG, G), N0).real
asym = nrps((ES, 0.0), [plain], (EG, G), N_asym).real
assert abs((up + low) / opposite - 1) < 1e-4
assert abs(up / single - 1) < 1e-4
assert abs(sum(first_order((ES, 0.0), plain, (EG, G))) / asym - 1) < 1e-4

# Field-rotation picture: quadrature over the unperturbed fields
depth = np.linspace(0, 3000, 6001)
v_bot, w_bot = edge(N0, (EG, 0.0), 1)
v_top, w_top = edge(N0, (EG, 0.0), -1)
f_bot = v_bot[:, None] * np.exp(-w_bot * depth)
x_core = np.linspace(0, THICK, 2001)
hop = expm(system_matrix(N0, EC, 0.0) * (x_core[1] - x_core[0]))
track = [v_bot]
for _ in x_core[1:]:
    track.append(hop @ track[-1])
f_core = np.array(track).T
f_top = f_core[0, -1] * v_top[:, None] * np.exp(w_top * depth)


def flux(f, eps, x):
    return simpson((N0 * f[0] / eps * f[0].conj()).real, x=x)


def gyro(f, g):
    E = np.array([N0 * f[0] / EG, 0 * f[0], f[1]])
    change = tensor(EG, g) - tensor(EG, 0.0)
    return simpson(np.sum(E.conj() * (change @ E), axis=0).real, x=depth)


power = flux(f_bot, EG, depth) + flux(f_core, EC, x_core)
power += flux(f_top, EG, depth)
assert abs(K0 * gyro(f_top, G) / power / up - 1) < 1e-5
assert abs(K0 * gyro(f_bot, -G) / power / low - 1) < 1e-5
assert abs(K0 * gyro(f_bot, G) / power / low_u - 1) < 1e-5
ell_top = (v_top[1] / (1j * N0 / EG)).real
ell_bot = (v_bot[1] / (1j * N0 / EG)).real
assert ell_top < 0 < ell_bot

# ---- Full-vector plane waves for a rectangular channel ----
CELL_X, CELL_Y, WIDTH = 1400.0, 1800.0, 600.0


def sign_box(m, a):
    safe = np.where(m == 0, 1, m)
    value = -1j * (1 - np.cos(2 * np.pi * m * a / CELL_X)) / (np.pi * safe)
    return np.where(m == 0, 0, value)


def channel_modes(k, g, opposed, width, mx, my, count=12):
    """Frequencies w/c and H_y shares of the lowest modes at given k."""
    m, n = np.meshgrid(np.arange(-mx, mx + 1), np.arange(-my, my + 1),
                       indexing="ij")
    m, n = m.ravel(), n.ravel()
    q = np.stack([2 * np.pi * m / CELL_X, 2 * np.pi * n / CELL_Y,
                  np.full(m.size, float(k))], axis=1)
    e1 = np.cross(q, [1.0, 0.0, 0.0])
    e1 /= np.linalg.norm(e1, axis=1)[:, None]
    e2 = np.cross(q / np.linalg.norm(q, axis=1)[:, None], e1)
    basis = np.stack([e1, e2], axis=1)
    curls = np.stack([np.cross(q, e1), np.cross(q, e2)], 1).reshape(-1, 3)
    dm, dn = m[:, None] - m, n[:, None] - n
    lateral = width / CELL_Y * np.sinc(dn * width / CELL_Y)
    inside = THICK / CELL_X * np.sinc(dm * THICK / CELL_X) * lateral
    outside = ((dm == 0) & (dn == 0)).astype(float) - inside
    profile = outside
    if opposed:
        profile = (sign_box(dm, CELL_X / 2) * (dn == 0)
                   - sign_box(dm, THICK / 2) * lateral)
    plus = np.linalg.inv(tensor(EG, g))
    minus = np.linalg.inv(tensor(EG, -g))
    parts = [(inside, np.eye(3) / EC), (outside, (plus + minus) / 2),
             (profile, (plus - minus) / 2)]
    A = sum(np.kron(c, np.ones((2, 2))) * (curls @ t @ curls.T)
            for c, t in parts)
    val, vec = eigh(A, subset_by_index=[0, count - 1])
    field = np.einsum("iac,iap->icp", vec.reshape(-1, 2, count), basis)
    return np.sqrt(val), (np.abs(field[:, :, 1])**2).sum(axis=0)


def tm_frequency(k, width, mx, my):
    freq, share = channel_modes(k, G, True, width, mx, my)
    found = np.flatnonzero(share > 0.5)
    assert found.size > 0, "no quasi-TM mode found"
    return freq[found[0]]


def channel_nrps(width, mx, my, start):
    k = start * K0
    for _ in range(2):
        w = tm_frequency(k, width, mx, my)
        slope = (tm_frequency(k * 1.001, width, mx, my) - w) / (0.001 * k)
        k -= (w - K0) / slope
    w = tm_frequency(k, width, mx, my)
    slope = (tm_frequency(k * 1.001, width, mx, my) - w) / (0.001 * k)
    return -(w - tm_frequency(-k, width, mx, my)) / slope, k / K0


# Symmetry of the channel spectrum with exaggerated gyration
k_test = 2.5 * K0
gap = []
for opposed in (False, True):
    fwd = channel_modes(k_test, big, opposed, WIDTH, 6, 5)[0][:6]
    bwd = channel_modes(-k_test, big, opposed, WIDTH, 6, 5)[0][:6]
    gap.append(np.max(np.abs(fwd / bwd - 1)))
assert gap[0] < 1e-9 and gap[1] > 1e-4

# Plane waves must reproduce the slab (slow 1/cutoff convergence: 5 %)
slab_pw, _ = channel_nrps(CELL_Y, 150, 0, N0)
assert abs(slab_pw / opposite - 1) < 0.05
width_rows = []
for mx, my in ((8, 6), (10, 7)):
    slab_low, _ = channel_nrps(CELL_Y, mx, 0, N0)
    chan, n_chan = channel_nrps(WIDTH, mx, my, 0.95 * N0)
    assert n_chan > N_GARNET and abs(chan) > 0.1 * abs(slab_low)
    width_rows.append((mx, my, n_chan, chan / slab_low))

# ---- Sizes of neglected effects ----
length_pi = np.pi / opposite
DN = 0.02
mismatch_shift = nrps((EG, G), [plain], ((N_GARNET + DN)**2, G), N0).real
second = K0 * (solve_index(1, (EG, G), [plain], (EG, G), N0).real - N0)
k_ext = LOSS_DB_CM * np.log(10) / 10 / 1e7 / (2 * K0)
e_loss = (N_GARNET + 1j * k_ext)**2
N_loss = solve_index(1, (e_loss, -G), [plain], (e_loss, G), N0)
loss_nrps = nrps((e_loss, -G), [plain], (e_loss, G), N0).real
db_nm = 2 * K0 * N_loss.imag * 10 / np.log(10)
FILM = 500.0
film = [(FILM, EG, -G), plain, (FILM, EG, G)]
film_nrps = nrps((ES, 0.0), film, (ES, 0.0), N0).real
WARM, DNDT, DGDT = 10.0, 1.8e-4, -0.002           # K, 1/K, 1/K (rough)
hot = (THICK, (N_CORE + DNDT * WARM)**2, 0.0)
g_hot = G * (1 + DGDT * WARM)
hot_nrps = nrps((EG, -g_hot), [hot], (EG, g_hot), N0).real
N_hot = solve_index(1, (EG, 0.0), [hot], (EG, 0.0), N0).real


def pct(value):
    return 100 * (value / opposite - 1)


print(f"Wavelength: {WAVELENGTH:.0f} nm; core thickness: {THICK:.0f} nm")
print(f"Indices core, garnet, silica: {N_CORE}, {N_GARNET}, {N_SILICA}")
print(f"Faraday rotation (rough): {FARADAY_DEG_CM:.0f} deg/cm")
print(f"Gyration g: {G:.5f}")
print(f"g/eps_clad^2: {G / EG**2:.4e}")
print(f"Effective index of TM0 without gyration: {N0:.5f}")
print(f"Field decay length in garnet: {1 / gamma0:.1f} nm")
print(f"Surface-to-centre H^2 ratio: {np.cos(phi0)**2:.4f}")
print(f"Ez/(i Ex) just above core: {ell_top:.4f}")
print(f"Ez/(i Ex) just below core: {ell_bot:.4f}")
print(f"Uniform g, top share: {up_u * PER_MM:.4f} rad/mm")
print(f"Uniform g, bottom share: {low_u * PER_MM:.4f} rad/mm")
print(f"Uniform g, direct NRPS: {uniform * PER_MM:.1e} rad/mm")
print(f"Uniform g, forward H^2 top/bottom: {skew:.5f}")
print(f"Same for g = {big}: forward {r_f**2:.4f}, backward {r_b**2:.4f}")
print(f"Opposite g, top share: {up * PER_MM:.4f} rad/mm")
print(f"Opposite g, bottom share: {low * PER_MM:.4f} rad/mm")
print(f"Opposite g, direct NRPS: {opposite * PER_MM:.4f} rad/mm")
print(f"Opposite g, NRPS: {np.degrees(opposite) * 1e7:.0f} deg/cm")
print(f"Only top cladding magnetic: {single * PER_MM:.4f} rad/mm")
print(f"Length for difference pi: {length_pi / 1e3:.1f} um")
print(f"Silica below, garnet above: index {N_asym:.5f}")
print(f"Silica below, garnet above: NRPS {asym * PER_MM:.4f} rad/mm")
print(f"Uniform g, top index +{DN}: {mismatch_shift * PER_MM:.4f} rad/mm")
print(f"Uniform g, reciprocal shift: {second * PER_MM:.2e} rad/mm")
print(f"Garnet absorption (rough): {LOSS_DB_CM:.0f} dB/cm")
print(f"Mode loss: {db_nm * 1e7:.2f} dB/cm")
print(f"Mode loss over pi length: {db_nm * length_pi:.3f} dB")
print(f"NRPS change by absorption: {pct(loss_nrps):.1e} %")
print(f"NRPS change, {FILM:.0f} nm garnet in silica: {pct(film_nrps):.3f} %")
print(f"Rough dn/dT core {DNDT} /K; relative dg/dT {DGDT} /K")
print(f"NRPS change for +{WARM:.0f} K: {pct(hot_nrps):.2f} %")
print(f"Reciprocal phase for +{WARM:.0f} K over pi length: "
      f"{K0 * (N_hot - N0) * length_pi:.3f} rad")
print(f"Plane-wave slab NRPS: {slab_pw * PER_MM:.4f} rad/mm")
print(f"Channel width: {WIDTH:.0f} nm")
for mx, my, n_chan, factor in width_rows:
    print(f"Channel, cutoff {mx},{my}: index {n_chan:.3f}, "
          f"NRPS channel/slab {factor:.3f}")
print(f"Channel, g = {big}, uniform: max rel. split {gap[0]:.1e}")
print(f"Channel, g = {big}, opposite: max rel. split {gap[1]:.2e}")
print("verified")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 119, in <module>
    N0, kappa0, gamma0, phi0, _ = formula_mode(1, (EG, 0.0), plain, (EG, 0.0))
    ^^^^^^^^^^^^^^^^^^^^^^^^^^^
ValueError: too many values to unpack (expected 5)
```

Likely cause: The function that solves the matching formula returns six values (index, core wavenumber, two cladding decay rates, two interface phases), but the line that stores the unperturbed mode unpacked only five, so the program stopped before any test ran. That line now takes the index, the upper decay rate and the upper phase from their correct places. The physics, the tested quantities and the tolerances are unchanged.

The change:

```diff
@@ -79,4 +79,5 @@
 # ---- Derived matching formula for the lowest TM mode ----
 def formula_mode(direction, bottom, core, top):
+    """Return N, kappa, top decay, bottom decay, top phase, bottom phase."""
     d, e1, g1 = core
 
@@ -117,5 +118,5 @@
 
 plain = (THICK, EC, 0.0)
-N0, kappa0, gamma0, phi0, _ = formula_mode(1, (EG, 0.0), plain, (EG, 0.0))
+N0, _, gamma0, _, phi0, _ = formula_mode(1, (EG, 0.0), plain, (EG, 0.0))
 N_asym = formula_mode(1, (ES, 0.0), plain, (EG, 0.0))[0]
 
```

After the repair:

```
Wavelength: 1550 nm; core thickness: 220 nm
Indices core, garnet, silica: 3.48, 2.2, 1.444
Faraday rotation (rough): 4500 deg/cm
Gyration g: 0.00853
g/eps_clad^2: 3.6392e-04
Effective index of TM0 without gyration: 2.63686
Field decay length in garnet: 169.7 nm
Surface-to-centre H^2 ratio: 0.2805
Ez/(i Ex) just above core: -0.5513
Ez/(i Ex) just below core: 0.5513
Uniform g, top share: 4.4483 rad/mm
Uniform g, bottom share: -4.4483 rad/mm
Uniform g, direct NRPS: 0.0e+00 rad/mm
Uniform g, forward H^2 top/bottom: 1.00924
Same for g = 0.3: forward 1.3820, backward 0.7236
Opposite g, top share: 4.4483 rad/mm
Opposite g, bottom share: 4.4483 rad/mm
Opposite g, direct NRPS: 8.8966 rad/mm
Opposite g, NRPS: 5097 deg/cm
Only top cladding magnetic: 4.4483 rad/mm
Length for difference pi: 353.1 um
Silica below, garnet above: index 2.45679
Silica below, garnet above: NRPS 6.8728 rad/mm
Uniform g, top index +0.02: 0.0873 rad/mm
Uniform g, reciprocal shift: 9.60e-04 rad/mm
Garnet absorption (rough): 50 dB/cm
Mode loss: 33.44 dB/cm
Mode loss over pi length: 1.181 dB
NRPS change by absorption: -1.1e-06 %
NRPS change, 500 nm garnet in silica: 0.509 %
Rough dn/dT core 0.00018 /K; relative dg/dT -0.002 /K
NRPS change for +10 K: -1.99 %
Reciprocal phase for +10 K over pi length: 1.435 rad
Plane-wave slab NRPS: 8.8954 rad/mm
Channel width: 600 nm
Channel, cutoff 8,6: index 2.472, NRPS channel/slab 0.981
Channel, cutoff 10,7: index 2.473, NRPS channel/slab 0.984
Channel, g = 0.3, uniform: max rel. split 0.0e+00
Channel, g = 0.3, opposite: max rel. split 2.70e-02
verified
```
